# Sheet resistance from a collinear four-point probe: a program that tests the result

```python
"""Four-point probe on a thin conducting sheet.

Result under test: R_s = (pi / ln 2) * V / I
R_s : sheet resistance (ohm per square)
I   : current entering at outer contact 1 and leaving at outer contact 4
V   : potential of inner contact 2 minus potential of inner contact 3
The contacts are collinear with equal spacing s. The sheet is uniform,
unbounded in its plane, much thinner than s, and insulated below.
Independent checks: field quadrature, resistor networks, slab image sums.
"""
import numpy as np
from scipy import constants
from scipy.fft import dctn, idctn
from scipy.integrate import quad

factor = np.pi / np.log(2.0)
ideal_ratio = 1.0 / factor          # V / (I R_s)

# Field between the inner contacts, for s = I = R_s = 1.
# Contact 1 is at x = 0 and contact 4 at x = 3.
field_integral = quad(
    lambda x: (1.0 / x + 1.0 / (3.0 - x)) / (2.0 * np.pi), 1.0, 2.0)[0]
assert abs(field_integral - ideal_ratio) < 1e-12


def midline_current_density(y):
    """Current per width along x at the midline, from both contacts."""
    to_source = np.array([1.5, y])
    from_sink = np.array([-1.5, y])
    density = (to_source / (to_source @ to_source)
               - from_sink / (from_sink @ from_sink)) / (2.0 * np.pi)
    return density[0]


midline_current = quad(midline_current_density, -np.inf, np.inf)[0]
assert abs(midline_current - 1.0) < 1e-8

# Infinite square network of unit resistors: its sheet resistance is 1.
# Kirchhoff's law is solved by Fourier transform; one momentum integral
# is done analytically and the other by Gauss-Legendre quadrature.
nodes, weights = np.polynomial.legendre.leggauss(2000)
wave = 0.5 * np.pi * (nodes + 1.0)
wave_weights = 0.5 * np.pi * weights
denominator = np.sqrt(2.0) * np.sin(wave / 2) * np.sqrt(3.0 - np.cos(wave))


def lattice_kernel(distance):
    """Potential drop from a unit source to a node on the same axis."""
    integrand = (1.0 - np.cos(distance * wave)) / (2.0 * denominator)
    return np.sum(wave_weights * integrand) / np.pi


def infinite_network_ratio(spacing):
    """V/I for four equally spaced nodes on an infinite network."""
    return 2.0 * (lattice_kernel(2 * spacing) - lattice_kernel(spacing))


# By symmetry, neighbouring nodes have two-point resistance 1/2.
assert abs(2.0 * lattice_kernel(1) - 0.5) < 1e-10
network_factors = {m: 1.0 / infinite_network_ratio(m) for m in (5, 21, 200)}
assert abs(network_factors[21] / factor - 1.0) < 3e-4
assert abs(network_factors[200] / factor - 1.0) < 4e-6


def finite_network_ratio(side_in_spacings, spacing=21):
    """V/I at the centre of a square network with free edges."""
    size = side_in_spacings * spacing
    row = size // 2
    first = (size - 1 - 3 * spacing) // 2
    contacts = first + spacing * np.arange(4)
    source = np.zeros((size, size))
    source[contacts[0], row] = 1.0
    source[contacts[3], row] = -1.0
    eigen = 2.0 - 2.0 * np.cos(np.pi * np.arange(size) / size)
    total = eigen[:, None] + eigen[None, :]
    total[0, 0] = 1.0
    coefficients = dctn(source, norm="ortho") / total
    coefficients[0, 0] = 0.0
    potential = idctn(coefficients, norm="ortho")
    # Direct check of Kirchhoff's current law at every node.
    outflow = np.zeros_like(source)
    flow_x = potential[:-1, :] - potential[1:, :]
    flow_y = potential[:, :-1] - potential[:, 1:]
    outflow[:-1, :] += flow_x
    outflow[1:, :] -= flow_x
    outflow[:, :-1] += flow_y
    outflow[:, 1:] -= flow_y
    assert np.max(np.abs(outflow - source)) < 1e-10
    return potential[contacts[1], row] - potential[contacts[2], row]


sides = (10, 20, 40)
finite_ratios = np.array([finite_network_ratio(side) for side in sides])
edge_excess = finite_ratios - infinite_network_ratio(21)
excess_quotients = edge_excess[:-1] / edge_excess[1:]
assert np.all(edge_excess > 0.0)
assert np.all((excess_quotients > 3.8) & (excess_quotients < 4.3))
finite_factors = 1.0 / finite_ratios


def slab_ratio(thickness):
    """V / (I R_s) for a uniform insulated slab, thickness in units of s."""
    heights = 2.0 * thickness * np.arange(1, 200001)
    pairs = 1.0 / np.sqrt(1.0 + heights**2) - 1.0 / np.sqrt(4.0 + heights**2)
    image_sum = 0.5 + 2.0 * np.sum(pairs)
    return thickness * image_sum / np.pi


assert abs(slab_ratio(0.05) / ideal_ratio - 1.0) < 1e-7
slab_errors = {t: 100.0 * (slab_ratio(t) / ideal_ratio - 1.0)
               for t in (0.2, 0.5, 1.0)}
assert 0.0 < slab_errors[0.5] < slab_errors[1.0]

# Worked example with round model parameters.
reading = 50.0                      # ohm
current = 1.0e-3                    # ampere
probe_spacing = 1.0e7               # angstrom
layer_thickness = 1.0e3             # angstrom
voltage = reading * current
energy_difference = voltage * constants.e / constants.electron_volt
sheet_resistance = factor * reading
resistance_atomic_unit = constants.hbar / constants.e**2
assert round(sheet_resistance) == 227

print(f"Meter reading V/I: {reading:.1f} ohm")
print(f"Current: {current:.4f} A")
print(f"Voltage between inner contacts: {voltage:.4f} V")
print(f"Electron energy difference (magnitude): {energy_difference:.4f} eV")
print(f"Probe spacing s: {probe_spacing:.3e} angstrom")
print(f"Layer thickness t: {layer_thickness:.3e} angstrom")
print(f"Ratio t/s: {layer_thickness / probe_spacing:.1e} (no unit)")
print(f"ln 2: {np.log(2.0):.6f} (no unit)")
print(f"Factor pi/ln 2: {factor:.6f} (no unit)")
print(f"Sheet resistance: {sheet_resistance:.2f} ohm per square")
print(f"Sheet resistance, rounded: {sheet_resistance:.0f} ohm per square")
print(f"Atomic unit of resistance: {resistance_atomic_unit:.3f} ohm")
print(f"Sheet resistance: {sheet_resistance / resistance_atomic_unit:.5f}"
      " atomic units")
print(f"V/(I R_s) from field quadrature: {field_integral:.8f} (no unit)")
print(f"V/(I R_s) from formula: {ideal_ratio:.8f} (no unit)")
print(f"Midline current / I: {midline_current:.8f} (no unit)")
for m, value in network_factors.items():
    print(f"Infinite network, spacing {m} cells, factor: {value:.6f}"
          " (no unit)")
for side, value in zip(sides, finite_factors):
    print(f"Square sheet, side {side} s, factor: {value:.3f} (no unit)")
    print(f"  50 ohm reading there means: {value * reading:.1f}"
          " ohm per square")
    print(f"  Infinite-sheet formula too high by:"
          f" {100.0 * (factor / value - 1.0):.2f} percent")
for quotient, side in zip(excess_quotients, sides[:-1]):
    print(f"Edge excess, side {side} s over side {2 * side} s:"
          f" {quotient:.2f} (no unit)")
for t, error in slab_errors.items():
    print(f"Slab t/s = {t:.1f}, thin formula too high by:"
          f" {error:.4f} percent")
print("finished without a failed check")
```

Output:

```
Meter reading V/I: 50.0 ohm
Current: 0.0010 A
Voltage between inner contacts: 0.0500 V
Electron energy difference (magnitude): 0.0500 eV
Probe spacing s: 1.000e+07 angstrom
Layer thickness t: 1.000e+03 angstrom
Ratio t/s: 1.0e-04 (no unit)
ln 2: 0.693147 (no unit)
Factor pi/ln 2: 4.532360 (no unit)
Sheet resistance: 226.62 ohm per square
Sheet resistance, rounded: 227 ohm per square
Atomic unit of resistance: 4108.236 ohm
Sheet resistance: 0.05516 atomic units
V/(I R_s) from field quadrature: 0.22063560 (no unit)
V/(I R_s) from formula: 0.22063560 (no unit)
Midline current / I: 1.00000000 (no unit)
Infinite network, spacing 5 cells, factor: 4.513725 (no unit)
Infinite network, spacing 21 cells, factor: 4.531428 (no unit)
Infinite network, spacing 200 cells, factor: 4.532350 (no unit)
Square sheet, side 10 s, factor: 4.220 (no unit)
  50 ohm reading there means: 211.0 ohm per square
  Infinite-sheet formula too high by: 7.40 percent
Square sheet, side 20 s, factor: 4.449 (no unit)
  50 ohm reading there means: 222.4 ohm per square
  Infinite-sheet formula too high by: 1.88 percent
Square sheet, side 40 s, factor: 4.510 (no unit)
  50 ohm reading there means: 225.5 ohm per square
  Infinite-sheet formula too high by: 0.49 percent
Edge excess, side 10 s over side 20 s: 3.98 (no unit)
Edge excess, side 20 s over side 40 s: 3.99 (no unit)
Slab t/s = 0.2, thin formula too high by: 0.0000 percent
Slab t/s = 0.5, thin formula too high by: 0.2645 percent
Slab t/s = 1.0, thin formula too high by: 8.5238 percent
finished without a failed check
```
